# Tunnelling from a surface into s and p_z tip orbitals

A scanning probe tip faces a surface across a vacuum gap. The \(z\) axis points away from the surface, the tip centre is \(\mathbf r_0=(x_0,y_0,z_0)\), and \(\rho=|\mathbf r-\mathbf r_0|\). The potential energy is \(U_S+U_T\), where \(U_T\) is confined to the tip core and \(U_S\) is negligible in the tip region \(\Omega\), which contains that core. Let \(T=-\hbar^2\nabla^2/2m\). The sample state \(\psi\) and the tip state \(\chi\) belong to the separated systems:

\[
(T+U_S)\psi=E\psi,\qquad (T+U_T)\chi=E\chi,\qquad E=-\frac{\hbar^2\kappa^2}{2m}.
\]

Energies are measured from the vacuum level, so \(\phi=-E\) is the barrier height. The two energies are equal because the tunnelling is elastic. Bias and image forces are left out until part (f). Note that \(\psi\) is the sample function without the tip. It continues smoothly through the place where the tip core will stand.

Two functions describe the tip tails:

\[
k_0(u)=\frac{e^{-u}}{u},\qquad k_1(u)=-k_0'(u)=e^{-u}\left(\frac1u+\frac1{u^2}\right).
\]

## (a) The matrix element as a surface integral

**To leading order in the coupling, express the matrix element through the values of \(\psi\) and \(\chi\) on a surface in the gap. Does the choice of surface matter?**

**Solution.** The full Hamiltonian is \(H=T+U_S+U_T\). Acting on the sample state it gives \((H-E)\psi=U_T\psi\), so the coupling is

\[
M=\langle\chi|H-E|\psi\rangle=\int_\Omega\chi^*U_T\psi\,dV .
\]

The tip equation gives \(U_T\chi^*=E\chi^*-T\chi^*\), since \(U_T\) is real. In \(\Omega\) the sample equation reduces to \(E\psi=T\psi\). Therefore

\[
M=\int_\Omega(\chi^*E\psi-\psi T\chi^*)\,dV
=-\frac{\hbar^2}{2m}\int_\Omega(\chi^*\nabla^2\psi-\psi\nabla^2\chi^*)\,dV .
\]

The integrand is the divergence of \(\chi^*\nabla\psi-\psi\nabla\chi^*\), because the terms \(\nabla\chi^*\cdot\nabla\psi\) cancel. With the surface normal pointing out of the tip region,

\[
M=-\frac{\hbar^2}{2m}\oint_S(\chi^*\nabla\psi-\psi\nabla\chi^*)\cdot d\mathbf S .
\]

This is Bardeen's form. In the gap both functions obey \(\nabla^2f=\kappa^2f\), so the divergence there is \(\kappa^2\chi^*\psi-\kappa^2\psi\chi^*=0\). Moving \(S\) through the gap leaves \(M\) unchanged. A plane below the tip also serves, because the product of the two functions vanishes on the distant surface that closes it above.

If the decay constants were \(\kappa_S\) and \(\kappa_T\), the divergence would be \((\kappa_S^2-\kappa_T^2)\chi^*\psi\), and the integral would depend on the surface. In a numerical case with a \(p_z\) tip at \(z_0=0.8\) nm, \(\kappa_T=10.868\ \mathrm{nm^{-1}}\) and \(\kappa_S\) 10% larger, the integrals over the planes \(z=0.35\) and \(0.50\) nm differ by 13.9% of the value at \(0.35\) nm. The sample function here is the two-centre one described at the end of part (c), with \(\kappa_S\) as its decay constant.

## (b) An s-wave tip

**Outside its core the tip state is \(\chi_s=C_sk_0(\kappa\rho)\), with \(C_s\) real. Find the matrix element.**

**Solution.** For \(\rho>0\), the Laplacian of a spherical function is \(\rho^{-1}d^2(\rho f)/d\rho^2\). Applied to \(f=e^{-\kappa\rho}/(\kappa\rho)\), it gives \(\kappa^2f\). At the origin there is also a point source. Its strength is the flux of \(\nabla f\) through a vanishing sphere:

\[
4\pi\rho^2\frac{df}{d\rho}
=-\frac{4\pi}{\kappa}(1+\kappa\rho)e^{-\kappa\rho}
\longrightarrow-\frac{4\pi}{\kappa}.
\]

Hence

\[
\nabla^2k_0(\kappa\rho)=\kappa^2k_0(\kappa\rho)-\frac{4\pi}{\kappa}\delta(\mathbf r-\mathbf r_0).
\]

The real tip state has no such singularity. However, the surface integral uses \(\chi_s\) on \(S\), where the tail formula is correct. For evaluating that integral, the tail may be continued inward to \(\mathbf r_0\). Gauss's theorem then gives

\[
\oint_S(k_0\nabla\psi-\psi\nabla k_0)\cdot d\mathbf S
=\int_\Omega\left[k_0\kappa^2\psi-\psi\kappa^2k_0+\frac{4\pi}{\kappa}\psi\,\delta(\mathbf r-\mathbf r_0)\right]dV
=\frac{4\pi}{\kappa}\psi(\mathbf r_0).
\]

Multiplication by \(-\hbar^2C_s/2m\) yields

\[
\boxed{M_s=-\frac{2\pi\hbar^2}{m}\frac{C_s}{\kappa}\,\psi(\mathbf r_0)}
\]

The s tip samples the undisturbed surface wavefunction at its centre of curvature, although the electron density there is that of the tip core. The value \(\psi(\mathbf r_0)\) encodes what \(\psi\) does on the surface \(S\).

## (c) A p_z tip

**Now let the tail be \(\chi_p=C_pk_1(\kappa\rho)\cos\theta\), with \(\cos\theta=(z-z_0)/\rho\) and \(C_p\) real. Find the matrix element and interpret its sign. What changes for a \(p_x\) tail?**

**Solution.** Differentiate the s tail with respect to the tip position. Since \(\partial\rho/\partial z_0=-(z-z_0)/\rho=-\cos\theta\),

\[
\frac{\partial}{\partial z_0}k_0(\kappa\rho)
=\kappa k_0'(\kappa\rho)(-\cos\theta)
=\kappa k_1(\kappa\rho)\cos\theta .
\]

The \(p_z\) tail is therefore \(\chi_p=(C_p/\kappa)\,\partial k_0(\kappa\rho)/\partial z_0\). Keep \(S\) fixed and shift \(\mathbf r_0\) slightly inside it. On \(S\) the integrand is smooth in \(z_0\), and \(\psi\) does not depend on \(z_0\). The derivative can therefore be taken outside the integral:

\[
M_p=-\frac{\hbar^2}{2m}\frac{C_p}{\kappa}\frac{\partial}{\partial z_0}
\oint_S(k_0\nabla\psi-\psi\nabla k_0)\cdot d\mathbf S
=-\frac{\hbar^2}{2m}\frac{C_p}{\kappa}\frac{\partial}{\partial z_0}
\left[\frac{4\pi}{\kappa}\psi(\mathbf r_0)\right].
\]

This is Chen's derivative rule for the \(p_z\) orbital:

\[
\boxed{M_p=-\frac{2\pi\hbar^2}{m}\frac{C_p}{\kappa^2}\,
\frac{\partial\psi}{\partial z}(\mathbf r_0)}
\]

For positive \(C_s\) and \(C_p\) and a positive \(\psi\) that decays upward, \(\partial\psi/\partial z<0\) and \(M_p>0\), whereas \(M_s<0\). The reason is that the positive lobe of \(\chi_p\) points away from the sample, so the lobe facing the sample is negative. Reversing the orbital's overall sign reverses \(M_p\) but leaves \(|M_p|^2\) unchanged.

For \(p_x\), the factor \((x-x_0)/\rho\) replaces \(\cos\theta\), and the same argument with \(\partial/\partial x_0\) gives \(\partial\psi/\partial x\) in place of \(\partial\psi/\partial z\).

The rule fixes how the matrix element varies with tip position. It does not fix the ratio of the two signals, which also contains the tail coefficients:

\[
\frac{M_p}{M_s}=\frac{C_p}{C_s}\,\frac{1}{\kappa\psi}\frac{\partial\psi}{\partial z}\bigg|_{\mathbf r_0}.
\]

The three results were tested on a sample function without symmetry about the tip axis. It was a sum of two terms \(k_0\), with weights 1 and 0.6, centred at \((0.10,-0.05,0)\) and \((-0.20,0.10,-0.05)\) nm. With the tip at \((0,0,0.8)\) nm, direct integration over the planes \(z=0.35\) and \(0.50\) nm agreed with the s, \(p_z\) and \(p_x\) formulas to a relative \(4.2\times10^{-7}\) or better.

## (d) Contrast on a periodic surface

**Take one sample state that combines a laterally uniform wave with a lateral modulation,**

\[
\psi=A\left[e^{-\kappa z}+b\cos(gx)\,e^{-\gamma z}\right].
\]

**Find \(\gamma\), the effect of a \(p_z\) tip on the modulation, and the small corrugation at constant current.**

**Solution.** Substituting the second term into \(\nabla^2\psi=\kappa^2\psi\) gives \(\gamma^2-g^2=\kappa^2\), so \(\gamma=\sqrt{\kappa^2+g^2}\). Lateral structure costs kinetic energy and decays faster. Its amplitude relative to the uniform wave at the tip centre is

\[
\varepsilon=b\,e^{-(\gamma-\kappa)z_0}.
\]

The vertical derivative multiplies the uniform wave by \(-\kappa\) and the modulation by \(-\gamma\):

\[
\frac{\partial\psi}{\partial z}(\mathbf r_0)=-\kappa Ae^{-\kappa z_0}
\left[1+\frac{\gamma}{\kappa}\varepsilon\cos(gx_0)\right].
\]

The \(p_z\) tip thus raises the relative modulation from \(\varepsilon\) to \((\gamma/\kappa)\varepsilon\).

For this single state, with the tail coefficient and density of tip states held fixed, constant current means constant \(|M|\). Choose the set point so that the tip height is \(z_0\) where \(\cos gx=0\), and write the height elsewhere as \(z_0+\delta\). For the s tip,

\[
-\kappa\delta+\ln\left[1+\varepsilon e^{-(\gamma-\kappa)\delta}\cos gx\right]=0
\quad\Rightarrow\quad
\delta\simeq\frac{\varepsilon}{\kappa}\cos gx
\]

to first order in \(\varepsilon\). The difference between top and trough is

\[
\Delta z_s\simeq\frac{2\varepsilon}{\kappa},\qquad
\Delta z_p\simeq\frac{\gamma}{\kappa}\,\Delta z_s .
\]

Two limits show the range of the effect. For \(g\ll\kappa\), \(\gamma/\kappa\simeq1+g^2/2\kappa^2\), and the s and \(p_z\) images have nearly the same corrugation. For \(g\gg\kappa\), the gain approaches \(g/\kappa\), but \(\varepsilon\) becomes very small. Once \(g\gg\kappa^2z_0\) as well, it follows \(be^{-(g-\kappa)z_0}\). The gain grows linearly while the signal falls exponentially, so at fixed height a \(p_z\) orbital does not rescue arbitrarily fine detail.

If the uniform and modulated waves belong to separate states, their currents add without interference. The current from the modulated state then gains \((\gamma/\kappa)^2\) relative to that from the uniform state. That current varies as \(\cos^2gx\), with half the period \(2\pi/g\). A separate state that images the full period has wavevector \(g/2\), and its current gain is \(1+g^2/4\kappa^2\).

A \(p_x\) tip responds to \(\partial\psi/\partial x\propto-\sin gx\). Its matrix element vanishes both over the rows and midway between them, and its current varies as \(\sin^2gx\), with half the row period.

## (e) Numbers for a silicon surface

**Evaluate the results with rough typical values for imaging hydrogen-terminated Si(001): \(\phi=4.5\) eV, row period 0.77 nm and \(z_0=0.8\) nm. Take \(b=0.5\) and \(A=1\ \mathrm{nm^{-3/2}}\) as round choices.**

**Solution.** With \(\hbar^2/m=0.07620\ \mathrm{eV\,nm^2}\),

\[
\kappa=\sqrt{\frac{2(4.5)}{0.07620}}=10.87\ \mathrm{nm^{-1}},\quad
g=\frac{2\pi}{0.77}=8.16\ \mathrm{nm^{-1}},\quad
\gamma=13.59\ \mathrm{nm^{-1}} .
\]

The gain is \(\gamma/\kappa=1.25\), and \(\varepsilon=0.5\,e^{-2.722\times0.8}=0.0566\). The corrugations are

\[
\Delta z_s\simeq\frac{2(0.0566)}{10.87}\ \mathrm{nm}=10.4\ \mathrm{pm},\qquad
\Delta z_p\simeq1.25\times10.4\ \mathrm{pm}=13.0\ \mathrm{pm}.
\]

Solving the constant-current condition without expanding in \(\varepsilon\) gives 10.45 and 13.09 pm.

Matrix elements also need the tail coefficients. As model tips, take spherical wells of radius 0.15 nm whose lowest s or p state lies at \(-4.5\) eV. The required depths are 12.75 eV (s) and 24.17 eV (p). Normalization gives \(C_s=36.19\) and \(C_p=44.82\ \mathrm{nm^{-3/2}}\). Over a row, \(\psi=1.770\times10^{-4}\ \mathrm{nm^{-3/2}}\) and \(\partial\psi/\partial z=-1.950\times10^{-3}\ \mathrm{nm^{-5/2}}\), so

\[
M_s=-2\pi(0.07620)\frac{36.19}{10.87}(1.770\times10^{-4})\ \mathrm{eV}=-282\ \mu\mathrm{eV},
\]

\[
M_p=2\pi(0.07620)\frac{44.82}{(10.87)^2}(1.950\times10^{-3})\ \mathrm{eV}=354\ \mu\mathrm{eV}.
\]

The ratio \((M_p/M_s)^2=1.58\) lies close to \((\gamma/\kappa)^2=1.56\), but the two have different origins. Most of the former is \((C_p/C_s)^2=1.53\), a property of these wells that is the same at every tip position and adds no contrast.

The defining integral \(\int\chi^*U_T\psi\,dV\), evaluated inside these wells at \(x_0=0\), 0.13 and 0.385 nm, reproduces both formulas to rounding error.

Leading-order coupling can be tested separately by replacing the surface with a zero-range centre whose state is \(\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r\). Two degenerate levels coupled by \(M_p\) split by \(2|M_p|\). At 0.8 nm between centres, this and the splitting from the full two-centre bound-state condition are both 1.2127 meV. At 0.4 nm they are 206.7 and 207.0 meV, so the leading-order result is low by 0.16% of the full splitting.

## (f) Where the model is strained

**Estimate how bias, image forces, orbital mixing and temperature alter the \(p_z\) contrast.**

**Solution.** The relative modulation seen by the \(p_z\) tip is \((\gamma/\kappa)\varepsilon=1.2505\times0.0566=0.071\) in the flat-barrier model.

*Bias.* The gap is the tip-centre height less the well radius, \(0.80-0.15=0.65\) nm. A rough imaging bias of 2 V across it gives a field of 31 MV/cm. Let the barrier fall linearly from 5.5 to 3.5 eV across the gap and stay flat beyond the tip apex. The derivative rule then still applies in the tip region, with \(\kappa\) taken from the local 3.5 eV barrier. The gain rises to 1.313 while \(\varepsilon\) falls to 0.0519, so their product is 0.068. The uniform-wave density at the tip centre grows by a factor of 1.87. These values describe electrons flowing to the tip from a sample state in the middle of the bias window. For the same direction of flow but a state at the sample Fermi level, the barrier falls from 4.5 to 2.5 eV. The same calculation then gives a product of 0.056 and a density 16.7 times the flat-barrier value. In both cases contrast changes much less than signal strength.

*Image forces.* Treat both sides as metallic planes a distance \(s\) apart. An electron midway between them has images of alternating sign at distances \(s,2s,3s,\ldots\) on each side. With the factor \(\tfrac12\) for induced charge, its energy is

\[
-\frac{e^2}{4\pi\varepsilon_0s}\left(1-\frac12+\frac13-\cdots\right)
=-\frac{e^2\ln2}{4\pi\varepsilon_0s}=-1.54\ \mathrm{eV}
\]

for \(s=0.65\) nm. Lowering the whole barrier by this amount gives a gain of 1.362 and \(\varepsilon=0.0388\). Their product is 0.053, about 25% below the flat-barrier value. Between metallic planes the lowering is weakest at mid-gap and grows towards either plane, so this uniform shift understates the image lowering in the rest of the gap, and with it the loss of contrast. The classical image potential cancels the whole barrier within 0.08 nm of each plane and must be cut off there. With the position-dependent potential cut off at a local barrier between 0.1 and 2.5 eV, the product lies between 0.039 and 0.051. A lower barrier improves the \(p_z\) gain but filters out lateral structure more strongly.

*Orbital mixing.* For a tail \(C_p[k_1\cos\theta+\sigma k_0]\), linearity gives \(M\propto\kappa^{-1}\partial\psi/\partial z+\sigma\psi\). The gain becomes

\[
\frac{\gamma/\kappa-\sigma}{1-\sigma},
\]

which is 1.31 for \(\sigma=0.2\) and 1.21 for \(\sigma=-0.2\). As \(\sigma\to1\) the uniform signal cancels. The relative modulation is then no longer small, and the linear corrugation formula fails.

*Temperature.* At 300 K, \(k_BT=25.9\) meV. The energy derivative of the Fermi function has a full width at half maximum of about \(3.5k_BT\), which measures the thermal smearing of each Fermi edge. Lowering the barrier by this amount changes the gain only from 1.2505 to 1.2551, and the relative modulation from 0.0708 to 0.0698.

**The real surface.** Hydrogen-removal lithography uses images of the dimer rows to place its patterns. The row period, the spacing of about 0.38 nm along a row and the 2 V bias are rough but representative. For that shorter spacing, the same model with \(b=0.5\) gives a gain of 1.82 but \(\varepsilon=0.0004\), so within this model the larger gain cannot offset the decay, and the corrugation is only 0.13 pm. This is not a resolution limit of the real instrument, whose images do resolve dimers along a row. A separate state of wavevector \(g/2\), for example, loses relative modulation with height at 5.6 nm\(^{-1}\), against 8.9 nm\(^{-1}\) for the interference term used here. The corrugations scale with the chosen \(b\) and are not predictions for a particular silicon band state. The matrix elements likewise depend on the chosen \(A\) and the model wells. For the values used here, with an s admixture of \(\sigma=\pm0.2\), image lowering moves the contrast most, followed by the bias tilt for a state at the sample Fermi level. The metallic treatment overstates the response of silicon, and part of the bias can drop inside the silicon, so this order is not settled for the real surface. Silicon's band structure, tip relaxation and the hydrogen-removal reaction lie outside the model. The remaining values are in the numerical output.

## Computed results

```
barrier 4.50 eV; bias 2.0 V; temperature 300 K
row period 0.77 nm; spacing along row 0.38 nm
tip-centre height 0.80 nm; well radius 0.15 nm; gap 0.65 nm
wave amplitude 1.0 nm^-3/2; lateral mix b 0.50
hbar^2/m = 0.07620 eV nm^2
kappa = 10.868 nm^-1; g = 8.160 nm^-1; gamma = 13.590 nm^-1
well depth: s tip 12.748 eV; p_z tip 24.166 eV
tail coefficient: C_s 36.188, C_p 44.818 nm^-3/2
norm outside well: s 0.246; p_z 0.280
over row: psi = 1.7703e-04 nm^-3/2
over row: dpsi/dz = -1.9497e-03 nm^-5/2
over row: M_s = -282.222 micro-eV; M_p = 354.220 micro-eV
between rows: M_s = -251.967 micro-eV; M_p = 307.363 micro-eV
over row: (M_p/M_s)^2 = 1.575
p_z amplitude gain gamma/kappa = 1.2505; from volume integrals 1.2505
separate-state current gain (gamma/kappa)^2 = 1.5638
lateral/uniform amplitude at tip centre = 0.05664
corrugation, root search: s 10.45 pm; p_z 13.09 pm
corrugation, formula: s 10.42 pm; p_z 13.03 pm
along row: gain 1.8206; lateral/uniform amplitude 0.000398
largest relative error, plane integrals: 4.2e-07
largest relative error, volume integrals: 2.2e-15
plane dependence with sample decay constant 10% larger: 13.9 %
splitting at 0.8 nm: exact 1.21271 meV; 2|M_p| 1.21271 meV
splitting at 0.4 nm: exact 207.0438 meV; 2|M_p| 206.7132 meV
relative splitting error: 1.1e-07 at 0.8 nm; 1.6e-03 at 0.4 nm
gap field = 30.8 MV/cm; barrier at tip end 3.50 eV
tilted barrier: gain 1.3133; lateral/uniform amplitude 0.05189
tilted/flat uniform-wave density at tip centre = 1.871
image lowering at mid-gap = 1.536 eV
barrier lowered by that: gain 1.3623; lateral/uniform 0.03879
s admixture +0.2: gain 1.3131; -0.2: gain 1.2088
kT = 25.85 meV; gain with barrier lower by 3.5 kT = 1.2551
```
